# Adatom density and dimer nucleation between surfactant-passivated steps: verification in Python

```python
"""
Adatoms on a terrace between two steps that are partly passivated.

Result under test: with flux F, diffusion coefficient D, terrace width L and
attachment length ell = D/k at both steps, the steady density is
    n(x) = F x (L-x)/(2D) + F L ell/(2D),
so ell = L raises the midterrace density 5-fold over perfect sinks (ell = 0),
and the dimer rate sigma*D*n^2 25-fold if the capture number sigma is common.

Independent road: adatoms hop on a lattice of N columns, L = (N+1) a.
An edge adatom enters the step at s times the terrace hop rate h, which
corresponds to ell = a (1/s - 1).  Lattice densities are in units of f/h,
f being the deposition rate per site.  Dimers are studied by solving the
two-adatom problem on an infinitely long terrace.
"""
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import spsolve


def loss_matrix(columns, ell_left, ell_right):
    """Hopping loss operator across the terrace; lengths in site spacings."""
    w = 2*np.eye(columns) - np.eye(columns, k=1) - np.eye(columns, k=-1)
    w[0, 0] = 1 + 1/(1 + ell_left)
    w[-1, -1] = 1 + 1/(1 + ell_right)
    return w


def density(columns, ell_left, ell_right):
    w = loss_matrix(columns, ell_left, ell_right)
    return np.linalg.solve(w, np.ones(columns))


def dimer_rates(columns, ell, contact_rate=np.inf):
    """Dimers per site and time in each column, in units f^2/h.

    Two adatoms react at contact_rate (units of h) when on the same site or
    on neighbouring sites; an infinite rate means every encounter counts.
    """
    w = loss_matrix(columns, ell, ell)
    n = np.linalg.solve(w, np.ones(columns))
    lam, phi = np.linalg.eigh(w)
    points = np.array([(i, j, y) for i in range(columns)
                       for j in range(max(0, i-1), min(columns, i+2))
                       for y in (-1, 0, 1) if abs(i-j) + abs(y) <= 1])
    x1, x2, y = points.T
    modes = (phi[x1][:, :, None]*phi[x2][:, None, :]).reshape(len(points), -1)
    total = (lam[:, None] + lam[None, :]).ravel()
    root = np.sqrt(total*(total + 8))
    decay = (total + 4 - root)/4
    separation = abs(y[:, None] - y[None, :])
    green = np.zeros((len(points), len(points)))
    for m in range(3):
        block = (modes*(decay**m/root)) @ modes.T
        green[separation == m] = block[separation == m]
    reaction = np.linalg.solve(green + np.eye(len(points))/contact_rate,
                               n[x1]*n[x2])
    return 0.5*np.bincount(x1, weights=reaction, minlength=columns)


def direct_dimer_rates(columns, ell, period):
    """Same fast-reaction problem by a sparse solve on a periodic terrace."""
    w = loss_matrix(columns, ell, ell)
    n = np.linalg.solve(w, np.ones(columns))
    shift = np.roll(np.eye(period), 1, axis=0)
    along = 4*np.eye(period) - 2*shift - 2*shift.T
    one, long_one = sparse.eye(columns), sparse.eye(period)
    operator = (sparse.kron(sparse.kron(w, one), long_one)
                + sparse.kron(sparse.kron(one, w), long_one)
                + sparse.kron(sparse.kron(one, one), along)).tocsr()
    i, j, y = [q.ravel() for q in np.indices((columns, columns, period))]
    source = n[i] + n[j]
    contact = abs(i-j) + np.minimum(y, period-y) <= 1
    free = np.where(~contact)[0]
    pair = np.zeros(len(source))
    pair[free] = spsolve(operator[free][:, free].tocsc(), source[free])
    reaction = np.where(contact, source - operator @ pair, 0.0)
    return 0.5*np.bincount(i, weights=reaction, minlength=columns)


# --- continuum formulas against a fine lattice; lattice error is O(1/N) ---
N = 999
width = N + 1
u = np.arange(1, N+1)/width
for ratio in (0.0, 0.3, 1.0, 3.0):
    lattice = density(N, ratio*width, ratio*width)/width**2
    formula = u*(1-u)/2 + ratio/2
    assert np.max(abs(lattice/formula - 1)) < 1.5/width
sink = density(N, 0, 0)
passive = density(N, width, width)
one_sided = density(N, width, 0)
mid = N//2
gain_mid = passive[mid]/sink[mid]
gain_mean = passive.mean()/sink.mean()
gain_square = np.sum(passive**2)/np.sum(sink**2)
gain_one = one_sided[mid]/sink[mid]
assert abs(gain_mid - 5) < 0.01
assert abs(gain_mid**2 - 25) < 0.1
assert abs(gain_mean - 7) < 0.03
assert abs(gain_square - 41) < 0.2
assert abs(gain_one - 2) < 0.01

# --- Green-function pair solution against the direct sparse solution ---
for ell in (0, 8):
    quick = dimer_rates(7, ell)
    direct = direct_dimer_rates(7, ell, 81)
    assert np.max(abs(quick/direct - 1)) < 1e-3

# --- worked example: rough round values, Sb-mediated growth on Si(111) ---
L_nm, a_nm, T = 20.0, 0.4, 800.0
f, barrier, prefactor = 0.01, 0.9, 1e13
kT = constants.k*T/constants.e
h = prefactor*np.exp(-barrier/kT)
D = h*a_nm**2
k_step = D/L_nm
F = f/a_nm**2
n_sink = F*L_nm**2/(8*D)
n_pass = n_sink + F*L_nm/(2*k_step)
sites = int(round(L_nm/a_nm))
cols, c = sites - 1, sites//2 - 1
extra_barrier = kT*np.log(1 + sites)
slow = np.exp(-extra_barrier/kT)
assert abs((1/slow - 1)*a_nm/L_nm - 1) < 1e-9

lat_sink = density(cols, 0, 0)
lat_pass = density(cols, sites, sites)
lat_gain = lat_pass[c]/lat_sink[c]
assert abs(lat_sink[c]*f/h/(n_sink*a_nm**2) - 1) < 1e-6
assert abs(lat_pass[c]*f/h/(n_pass*a_nm**2) - 1) < 1.5/sites

# --- capture: reaction-limited and encounter-limited dimer formation ---
weak_gain = dimer_rates(cols, sites, 1e-4)[c]/dimer_rates(cols, 0, 1e-4)[c]
assert abs(weak_gain/lat_gain**2 - 1) < 5e-3
rate_sink, rate_pass = dimer_rates(cols, 0), dimer_rates(cols, sites)
sigma_sink = rate_sink[c]/lat_sink[c]**2
sigma_pass = rate_pass[c]/lat_pass[c]**2
fast_gain = rate_pass[c]/rate_sink[c]
assert sigma_pass < sigma_sink
wide_gain = dimer_rates(99, 100)[49]/dimer_rates(99, 0)[49]
dimers_sink = rate_sink.sum()*sites*f/h
dimers_pass = rate_pass.sum()*sites*f/h
lost = 2*rate_pass.mean()*f/h

# --- sizes of neglected effects ---
w_pass = loss_matrix(cols, sites, sites)
relax = 1/(h*np.linalg.eigvalsh(w_pass)[0])
E_des, E_form = 2.5, 1.5
desorb = prefactor*np.exp(-E_des/kT)/h
with_des = np.linalg.solve(w_pass + desorb*np.eye(cols), np.ones(cols))
des_drop = 1 - with_des[c]/lat_pass[c]
peclet = f*L_nm*L_nm/D
emit = np.exp(-E_form/kT)/(n_sink*a_nm**2)
gain_emit = (5 + emit)/(1 + emit)
# emission from the steps must raise the density by a constant
trial = 0.2*lat_sink[c]
src_p, src_s = np.ones(cols), np.ones(cols)
src_p[[0, -1]] += trial/(1 + sites)
src_s[[0, -1]] += trial
emit_p = np.linalg.solve(w_pass, src_p)[c]
emit_s = np.linalg.solve(loss_matrix(cols, 0, 0), src_s)[c]
assert abs(emit_p/emit_s - (lat_gain + 0.2)/1.2) < 1e-6
E_form_limit = kT*np.log(7/(n_sink*a_nm**2))
E_bind = kT*np.log(1/(n_sink*a_nm**2))
D_factor = np.exp(0.1/kT)
assert des_drop < 0.01 and peclet < 0.01 and lost < 0.05

print("FINE LATTICE, 1000 spacings wide, ell = L against ell = 0")
print(f"midterrace density ratio              {gain_mid:.3f}")
print(f"its square (common capture number)    {gain_mid**2:.2f}")
print(f"terrace-mean density ratio            {gain_mean:.3f}")
print(f"terrace-integrated n^2 ratio          {gain_square:.2f}")
print(f"midterrace ratio, one step passivated {gain_one:.3f}")
print("EXAMPLE INPUTS (rough round values)")
print(f"terrace width L                       {L_nm:.1f} nm")
print(f"site spacing a                        {a_nm:.1f} nm")
print(f"temperature                           {T:.0f} K")
print(f"deposition rate                       {f:.2f} monolayer/s")
print(f"diffusion barrier                     {barrier:.2f} eV")
print(f"hop prefactor                         {prefactor:.0e} 1/s")
print("EXAMPLE RESULTS")
print(f"thermal energy kT                     {kT:.5f} eV")
print(f"hop rate per direction h              {h:.3e} 1/s")
print(f"diffusion coefficient D               {D:.3e} nm^2/s")
print(f"flux F                                {F:.4f} 1/(nm^2 s)")
print(f"step coefficient k = D/L              {k_step:.3e} nm/s")
print(f"extra step barrier for ell = L        {extra_barrier:.3f} eV")
print(f"midterrace density, perfect sinks     {n_sink:.3e} 1/nm^2")
print(f"midterrace density, passivated        {n_pass:.3e} 1/nm^2")
print(f"same as coverage, perfect sinks       {n_sink*a_nm**2:.3e} per site")
print(f"same as coverage, passivated          {n_pass*a_nm**2:.3e} per site")
print("DIMERS ON THE EXAMPLE'S LATTICE (50 spacings wide)")
print(f"midterrace density ratio              {lat_gain:.3f}")
print(f"square of that ratio                  {lat_gain**2:.2f}")
print(f"dimer rate ratio, weak reaction       {weak_gain:.2f}")
print(f"dimer rate ratio, every encounter     {fast_gain:.2f}")
print(f"capture number, perfect sinks         {sigma_sink:.3f}")
print(f"capture number, passivated            {sigma_pass:.3f}")
print(f"every-encounter ratio, 100 spacings   {wide_gain:.2f}")
print(f"dimers per LxL per monolayer, sinks   {dimers_sink:.3f}")
print(f"dimers per LxL per monolayer, passiv. {dimers_pass:.3f}")
print("NEGLECTED EFFECTS")
print(f"fraction of adatoms lost to dimers    {lost:.2e}")
print(f"relaxation time, passivated           {relax:.2e} s")
print(f"time to deposit one monolayer         {1/f:.0f} s")
print(f"step-motion Peclet number F a^2 L^2/D {peclet:.2e}")
print(f"density drop, desorption at {E_des:.1f} eV    {des_drop:.2e}")
print(f"density ratio, step emission {E_form:.1f} eV   {gain_emit:.3f}")
print(f"emission energy where ratio is 4.5    {E_form_limit:.3f} eV")
print(f"dimer binding needed, order of size   {E_bind:.2f} eV")
print(f"gain in n and rate, barrier +0.1 eV   {D_factor:.2f}")
print("OK")
```

Running it gives:

```
FINE LATTICE, 1000 spacings wide, ell = L against ell = 0
midterrace density ratio              4.996
its square (common capture number)    24.96
terrace-mean density ratio            6.988
terrace-integrated n^2 ratio          40.90
midterrace ratio, one step passivated 1.999
EXAMPLE INPUTS (rough round values)
terrace width L                       20.0 nm
site spacing a                        0.4 nm
temperature                           800 K
deposition rate                       0.01 monolayer/s
diffusion barrier                     0.90 eV
hop prefactor                         1e+13 1/s
EXAMPLE RESULTS
thermal energy kT                     0.06894 eV
hop rate per direction h              2.139e+07 1/s
diffusion coefficient D               3.423e+06 nm^2/s
flux F                                0.0625 1/(nm^2 s)
step coefficient k = D/L              1.711e+05 nm/s
extra step barrier for ell = L        0.271 eV
midterrace density, perfect sinks     9.130e-07 1/nm^2
midterrace density, passivated        4.565e-06 1/nm^2
same as coverage, perfect sinks       1.461e-07 per site
same as coverage, passivated          7.304e-07 per site
DIMERS ON THE EXAMPLE'S LATTICE (50 spacings wide)
midterrace density ratio              4.920
square of that ratio                  24.21
dimer rate ratio, weak reaction       24.22
dimer rate ratio, every encounter     17.86
capture number, perfect sinks         1.910
capture number, passivated            1.410
every-encounter ratio, 100 spacings   18.96
dimers per LxL per monolayer, sinks   0.116
dimers per LxL per monolayer, passiv. 3.030
NEGLECTED EFFECTS
fraction of adatoms lost to dimers    2.47e-03
relaxation time, passivated           6.75e-05 s
time to deposit one monolayer         100 s
step-motion Peclet number F a^2 L^2/D 1.17e-06
density drop, desorption at 2.5 eV    1.21e-07
density ratio, step emission 1.5 eV   4.990
emission energy where ratio is 4.5    1.219 eV
dimer binding needed, order of size   1.09 eV
gain in n and rate, barrier +0.1 eV   4.27
OK
```
